**Noncollinear PAW strengths from local spin diagonalization**

The program tests the one-centre exchange-correlation part of $D_{ij}^{\alpha\beta}=\partial E/\partial\rho_{ij}^{\beta\alpha}$, where $\rho_{ij}^{\alpha\beta}$ is the spin-matrix occupancy of partial waves $i,j$. The local potential is $V=\tfrac12(v_++v_-)+\tfrac12(v_+-v_-)\hat{\mathbf m}\cdot\boldsymbol\sigma$, with $\hat{\mathbf m}$ the direction of the spin density and $v_\pm$ the LSDA potentials at the eigenvalues $n_\pm$ of the density matrix. Assertions compare $D$ with finite differences of an energy built from numerical eigenvalues, varying both $\rho$ and the spinor projections. Further assertions cover the density reconstructed from $\rho$, explicit local diagonalization, the spin-diagonal Hartree term, global spin rotation, the small-magnetization limit, matching at the sphere surface and grid convergence. In the model sphere, the largest finite-difference error found for $D$ is $1.5\times10^{-9}$ eV. The all-electron and pseudo spin directions differ by about 92° at 0.2 Å on the chosen ray and agree at the surface. Using one global spin axis raises the all-electron exchange-correlation energy of the sphere by 0.210 eV relative to local diagonalization.

## Numerical verification

```python
"""
Noncollinear PAW: one-centre LSDA matrix D from the 2x2 spin matrices rho.

Result under test (atomic units):
  rho[i,j,a,b] = sum_n f_n <psi_n^b|p_i><p_j|psi_n^a>
  D[i,j,a,b]   = dE/d rho[i,j,b,a]
               = int (phi_i^* phi_j V[a,b] - same with pseudo quantities)
  V = (v_plus + v_minus)/2 + (v_plus - v_minus)/2 * (m/|m|).sigma
where i,j label partial waves, a,b spin components, m is the spin density,
and v_plus, v_minus are LSDA potentials at n_plus, n_minus = (n +- |m|)/2.
The model sphere has hydrogenic 2s, 2p waves and a nonmagnetic 1s^2 core.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
CHARGE = 4.0
RADIUS = 0.8 / BOHR
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
UNIT = np.eye(2)
rng = np.random.default_rng(7)


def radial_2s(r):
    return (CHARGE / 2)**1.5 * (2 - CHARGE * r) * np.exp(-CHARGE * r / 2)


def radial_2p(r):
    return (CHARGE / 2)**1.5 * CHARGE * r * np.exp(-CHARGE * r / 2) / np.sqrt(3)


def core_density(r):
    return 2 * CHARGE**3 / np.pi * np.exp(-2 * CHARGE * r)


def smooth_partner(function, l, r):
    """r^l (a + b r^2), matched in value and slope at the sphere surface."""
    def reduced(x):
        return function(x) / x**l
    step = 1e-4
    slope = (reduced(RADIUS + step) - reduced(RADIUS - step)) / (2 * step)
    b = slope / (2 * RADIUS)
    a = reduced(RADIUS) - b * RADIUS**2
    return r**l * (a + b * r**2)


def partial_waves(r, cos_theta, phi):
    """Two pairs (waves, core density): all-electron, then pseudo."""
    sin_theta = np.sqrt(1 - cos_theta**2)
    y = [np.full_like(r, np.sqrt(1 / (4 * np.pi))) + 0j,
         np.sqrt(3 / (4 * np.pi)) * cos_theta + 0j,
         -np.sqrt(3 / (8 * np.pi)) * sin_theta * np.exp(1j * phi),
         np.sqrt(3 / (8 * np.pi)) * sin_theta * np.exp(-1j * phi)]
    s, p = radial_2s(r), radial_2p(r)
    s_ps = smooth_partner(radial_2s, 0, r)
    p_ps = smooth_partner(radial_2p, 1, r)
    full = np.array([s * y[0], p * y[1], p * y[2], p * y[3]])
    pseudo = np.array([s_ps * y[0], p_ps * y[1], p_ps * y[2], p_ps * y[3]])
    return (full, core_density(r)), (pseudo, smooth_partner(core_density, 0, r))


class Sphere:
    """Product quadrature in the augmentation sphere."""
    def __init__(self, n_r, n_theta, n_phi):
        x, w = np.polynomial.legendre.leggauss(n_r)
        self.r1 = RADIUS * (x + 1) / 2
        self.w1 = RADIUS * w / 2 * self.r1**2
        c, wc = np.polynomial.legendre.leggauss(n_theta)
        f = 2 * np.pi * np.arange(n_phi) / n_phi
        cos_a, phi_a = [q.ravel() for q in np.meshgrid(c, f, indexing="ij")]
        self.wa = np.repeat(wc, n_phi) * 2 * np.pi / n_phi
        sin_a = np.sqrt(1 - cos_a**2)
        self.directions = np.array([sin_a * np.cos(phi_a),
                                    sin_a * np.sin(phi_a), cos_a])
        self.r = np.repeat(self.r1, len(cos_a))
        self.weight = np.outer(self.w1, self.wa).ravel()
        self.sets = partial_waves(self.r, np.tile(cos_a, n_r),
                                  np.tile(phi_a, n_r))
        self.pairs = [np.einsum("ig,jg->ijg", w.conj(), w)
                      for w, _ in self.sets]


def lsda(n_plus, n_minus):
    """Energy per volume and the two spin potentials."""
    rho = np.array([n_plus, n_minus])
    out = libxc.eval_xc("LDA_X,LDA_C_PW", rho, spin=1, deriv=1)
    v = np.asarray(out[1][0])
    if v.shape == (len(n_plus), 2):
        v = v.T
    return np.asarray(out[0]) * (n_plus + n_minus), v[0], v[1]


def spin_density_matrix(rho, pair, core):
    valence = np.tensordot(rho, pair, axes=([0, 1], [0, 1]))
    return valence + UNIT[:, :, None] * core / 2


def charge_and_spin(matrix):
    n = np.einsum("aag->g", matrix).real
    m = np.einsum("kba,abg->kg", SIGMA, matrix).real
    return n, m


def xc_energy(rho, grid, which):
    """Energy from numerical eigenvalues only, without Pauli formulas."""
    matrix = spin_density_matrix(rho, grid.pairs[which], grid.sets[which][1])
    eig = np.linalg.eigvalsh(np.moveaxis(matrix, 2, 0))
    return grid.weight @ lsda(eig[:, 1], eig[:, 0])[0]


def xc_difference(rho, grid):
    return xc_energy(rho, grid, 0) - xc_energy(rho, grid, 1)


def xc_potential(matrix):
    n, m = charge_and_spin(matrix)
    length = np.sqrt((m**2).sum(axis=0))
    _, vp, vm = lsda((n + length) / 2, (n - length) / 2)
    unit = m / np.maximum(length, 1e-14)
    return (UNIT[:, :, None] * (vp + vm) / 2
            + np.einsum("kab,kg->abg", SIGMA, unit) * (vp - vm) / 2)


def d_part(rho, grid, which):
    matrix = spin_density_matrix(rho, grid.pairs[which], grid.sets[which][1])
    weighted = xc_potential(matrix) * grid.weight
    return np.einsum("ijg,abg->ijab", grid.pairs[which], weighted,
                     optimize=True)


def d_matrix(rho, grid):
    return d_part(rho, grid, 0) - d_part(rho, grid, 1)


def occupancy_matrix(projections, occupations):
    return np.einsum("n,nib,nja->ijab", occupations, projections.conj(),
                     projections)


def hermitian_direction():
    x = rng.normal(size=(4, 4, 2, 2)) + 1j * rng.normal(size=(4, 4, 2, 2))
    x = x + x.conj().transpose(1, 0, 3, 2)
    return x / np.linalg.norm(x)


# Spinor coefficients: [state, partial wave (s, p0, p+, p-), spin (up, down)]
coefficients = np.array([
    [[0.9, 0], [0.2, 0], [0, 0.3j], [0, 0]],
    [[0, 0.3], [0.5, 0], [0, 0], [0, 0.4]],
    [[0.2, 0.2j], [0, 0.3], [0.4, 0], [0, 0]]], dtype=complex)
occupations = np.array([1.0, 1.0, 0.5])

small = Sphere(16, 10, 20)
grid = Sphere(30, 20, 40)
fine = Sphere(40, 28, 56)

# Projections by quadrature, then density against direct spinor summation
full_waves, pseudo_waves = small.sets[0][0], small.sets[1][0]
projectors = pseudo_waves * (1 - (small.r / RADIUS)**2)**2
norms = np.einsum("ig,ig,g->i", projectors.conj(), pseudo_waves, small.weight)
projectors = projectors / norms.real[:, None]
pseudo_spinors = np.einsum("nia,ig->nag", coefficients, pseudo_waves)
projections = np.einsum("ig,nag,g->nia", projectors.conj(), pseudo_spinors,
                        small.weight)
rho = occupancy_matrix(projections, occupations)
spinors = np.einsum("nia,ig->nag", coefficients, full_waves)
direct = np.einsum("n,nag,nbg->abg", occupations, spinors, spinors.conj())
from_rho = spin_density_matrix(rho, small.pairs[0], 0 * small.r)
density_error = abs(direct - from_rho).max()
assert density_error < 1e-10
assert np.allclose(rho.conj(), rho.transpose(1, 0, 3, 2), atol=1e-12)

# D against finite differences of the eigenvalue energy, varying rho
d_small = d_matrix(rho, small)
step = 1e-5
error_rho = 0.0
for _ in range(12):
    change = hermitian_direction()
    numeric = (xc_difference(rho + step * change, small)
               - xc_difference(rho - step * change, small)) / (2 * step)
    formula = np.einsum("ijab,ijba->", d_small, change).real
    error_rho = max(error_rho, abs(numeric - formula))
assert error_rho < 1e-6

# The same energy varied through the spinor projections
gradient = np.einsum("n,ijab,njb->nia", occupations, d_small, projections)
error_projection = 0.0
for _ in range(6):
    change = rng.normal(size=(3, 4, 2)) + 1j * rng.normal(size=(3, 4, 2))
    change /= np.linalg.norm(change)
    e_up, e_down = [xc_difference(occupancy_matrix(
        projections + s * step * change, occupations), small) for s in (1, -1)]
    formula = 2 * np.sum(change.conj() * gradient).real
    error_projection = max(error_projection,
                           abs((e_up - e_down) / (2 * step) - formula))
assert error_projection < 1e-6

# Pauli form of the potential against explicit local diagonalization
matrix = spin_density_matrix(rho, small.pairs[0], small.sets[0][1])
eig, vec = np.linalg.eigh(np.moveaxis(matrix, 2, 0))
_, v_plus, v_minus = lsda(eig[:, 1], eig[:, 0])
rotated = np.einsum("gak,gk,gbk->abg", vec, np.array([v_minus, v_plus]).T,
                    vec.conj())
error_diagonal = abs(rotated - xc_potential(matrix)).max()
assert error_diagonal < 1e-8

# Hartree energy: its D must be proportional to the unit spin matrix
cosines = small.directions.T @ small.directions
legendre = [np.ones_like(cosines), cosines, (3 * cosines**2 - 1) / 2]
r_less = np.minimum.outer(small.r1, small.r1)
r_more = np.maximum.outer(small.r1, small.r1)


def hartree(rho_now):
    m_now = spin_density_matrix(rho_now, small.pairs[0], small.sets[0][1])
    n = charge_and_spin(m_now)[0].reshape(len(small.r1), -1)
    source = n * small.w1[:, None] * small.wa
    v = sum((r_less**l / r_more**(l + 1)) @ source @ legendre[l]
            for l in range(3))
    return 0.5 * np.sum(source * v), v.ravel()


v_hartree = hartree(rho)[1]
d_hartree = np.einsum("ijg,g,ab->ijab", small.pairs[0],
                      v_hartree * small.weight, UNIT)
for _ in range(6):
    change = hermitian_direction()
    numeric = (hartree(rho + 1e-3 * change)[0]
               - hartree(rho - 1e-3 * change)[0]) / 2e-3
    formula = np.einsum("ijab,ijba->", d_hartree, change).real
    assert abs(numeric - formula) < 1e-8

# Global spin rotation
axis = np.array([1.0, 2.0, 2.0]) / 3
angle = 1.1
turn = (np.cos(angle / 2) * UNIT
        - 1j * np.sin(angle / 2) * np.einsum("k,kab->ab", axis, SIGMA))
rho_turned = np.einsum("ac,ijcd,bd->ijab", turn, rho, turn.conj())
d_turned = np.einsum("ac,ijcd,bd->ijab", turn, d_small, turn.conj())
error_rotation = abs(d_matrix(rho_turned, small) - d_turned).max()
assert error_rotation < 1e-8
assert abs(xc_difference(rho_turned, small) - xc_difference(rho, small)) < 1e-9

# Small magnetization: potential splitting proportional to |m|
m_small = np.array([1e-3, 3e-4, 1e-4])
_, vp, vm = lsda((0.1 + m_small) / 2, (0.1 - m_small) / 2)
ratio = (vp - vm) / (2 * m_small)
assert np.ptp(ratio) < 1e-3 * abs(ratio[0])

# Production values and grid convergence
d_all, d_pseudo = d_part(rho, grid, 0), d_part(rho, grid, 1)
d_xc = d_all - d_pseudo
energies = [xc_energy(rho, grid, k) for k in (0, 1)]
grid_error_d = abs(d_xc - d_matrix(rho, fine)).max() * HARTREE
grid_error_e = max(abs(energies[k] - xc_energy(rho, fine, k))
                   for k in (0, 1)) * HARTREE
assert grid_error_d < 1e-3 and grid_error_e < 1e-3

# One global axis along the mean all-electron moment
fields = [charge_and_spin(spin_density_matrix(rho, grid.pairs[k],
                                              grid.sets[k][1])) for k in (0, 1)]
moment = fields[0][1] @ grid.weight
absolute = np.sqrt((fields[0][1]**2).sum(axis=0)) @ grid.weight
mean_axis = moment / np.linalg.norm(moment)
fixed = []
for n, m in fields:
    along = mean_axis @ m
    fixed.append(grid.weight @ lsda((n + along) / 2, (n - along) / 2)[0])
assert fixed[0] > energies[0] and fixed[1] > energies[1]


def at_point(radius_angstrom):
    """Spin density matrices at polar angle 60 deg, azimuth 30 deg."""
    sets = partial_waves(np.array([radius_angstrom / BOHR]),
                         np.array([np.cos(np.pi / 3)]), np.array([np.pi / 6]))
    return [spin_density_matrix(rho, np.einsum("ig,jg->ijg", w.conj(), w), c)
            for w, c in sets]


def direction_angle(matrices):
    a, b = [charge_and_spin(q)[1][:, 0] for q in matrices]
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(a, b)), a @ b))


surface = at_point(RADIUS * BOHR)
assert abs(surface[0] - surface[1]).max() < 1e-8


def show_block(name, block):
    b = block * HARTREE
    print(f"{name} [uu, ud] (eV): {b[0, 0]:.3f}, {b[0, 1]:.3f}")
    print(f"{name} [du, dd] (eV): {b[1, 0]:.3f}, {b[1, 1]:.3f}")


print(f"Sphere radius (angstrom): {RADIUS * BOHR:.3f}")
print(f"Charge parameter: {CHARGE:.1f}")
print("Projections in order s, p0, p+, p-")
for k in range(3):
    print(f"State {k + 1}: occupation {occupations[k]:.1f}")
    for a, name in enumerate(("up", "down")):
        text = ", ".join(f"{z.real + 0.0:.1f}{z.imag + 0.0:+.1f}i"
                         for z in np.round(projections[k, :, a], 8) + 0.0)
        print(f"  {name}: {text}")
for a, b, name in ((0, 0, "uu"), (0, 1, "ud"), (1, 0, "du"), (1, 1, "dd")):
    print(f"rho_ss {name}: {np.round(rho[0, 0, a, b], 8) + 0.0:.3f}")
point = at_point(0.4)
n_pt, m_pt = charge_and_spin(point[0])
length = np.linalg.norm(m_pt)
n_pm = np.array([n_pt[0] + length, n_pt[0] - length]) / 2
_, vp, vm = lsda(n_pm[:1], n_pm[1:])
print("Point: r = 0.4 angstrom, theta = 60 deg, phi = 30 deg")
print(f"n (1/angstrom^3): {n_pt[0] / BOHR**3:.4f}")
print("m x,y,z (1/angstrom^3): "
      + ", ".join(f"{q / BOHR**3:.4f}" for q in m_pt[:, 0]))
print(f"|m| (1/angstrom^3): {length / BOHR**3:.4f}")
print(f"n_plus, n_minus (1/angstrom^3): {n_pm[0] / BOHR**3:.4f}, "
      f"{n_pm[1] / BOHR**3:.4f}")
print(f"v_plus, v_minus (eV): {vp[0] * HARTREE:.3f}, {vm[0] * HARTREE:.3f}")
show_block("V at point", xc_potential(point[0])[:, :, 0])
for radius in (0.2, 0.4, 0.8):
    print(f"Angle m, pseudo m at r = {radius} angstrom (deg): "
          f"{direction_angle(at_point(radius)):.2f}")
show_block("All-electron part of D_ss", d_all[0, 0])
show_block("Pseudo part of D_ss", d_pseudo[0, 0])
show_block("D_ss xc", d_xc[0, 0])
show_block("D_s,p+ xc", d_xc[0, 2])
print("Sphere moment x,y,z (Bohr magnetons): "
      + ", ".join(f"{q:.4f}" for q in moment))
print(f"|Integral of m| (Bohr magnetons): {np.linalg.norm(moment):.4f}")
print(f"Integral of |m| (Bohr magnetons): {absolute:.4f}")
print(f"E_xc all-electron, pseudo (eV): {energies[0] * HARTREE:.3f}, "
      f"{energies[1] * HARTREE:.3f}")
print(f"E_xc one-centre difference (eV): "
      f"{(energies[0] - energies[1]) * HARTREE:.3f}")
print(f"Global-axis error all-electron, pseudo (eV): "
      f"{(fixed[0] - energies[0]) * HARTREE:.3f}, "
      f"{(fixed[1] - energies[1]) * HARTREE:.3f}")
print(f"Max error of D, rho varied (eV): {error_rho * HARTREE:.1e}")
print(f"Max error, projections varied (eV): {error_projection * HARTREE:.1e}")
print(f"Max error, local diagonalization (eV): {error_diagonal * HARTREE:.1e}")
print(f"Max error, spin rotation (eV): {error_rotation * HARTREE:.1e}")
print(f"Grid change of D, E (eV): {grid_error_d:.1e}, {grid_error_e:.1e}")
print("OK")
```

Output:

```
Sphere radius (angstrom): 0.800
Charge parameter: 4.0
Projections in order s, p0, p+, p-
State 1: occupation 1.0
  up: 0.9+0.0i, 0.2+0.0i, 0.0+0.0i, 0.0+0.0i
  down: 0.0+0.0i, 0.0+0.0i, 0.0+0.3i, 0.0+0.0i
State 2: occupation 1.0
  up: 0.0+0.0i, 0.5+0.0i, 0.0+0.0i, 0.0+0.0i
  down: 0.3+0.0i, 0.0+0.0i, 0.0+0.0i, 0.4+0.0i
State 3: occupation 0.5
  up: 0.2+0.0i, 0.0+0.0i, 0.4+0.0i, 0.0+0.0i
  down: 0.0+0.2i, 0.3+0.0i, 0.0+0.0i, 0.0+0.0i
rho_ss uu: 0.830+0.000j
rho_ss ud: 0.000-0.020j
rho_ss du: 0.000+0.020j
rho_ss dd: 0.110+0.000j
Point: r = 0.4 angstrom, theta = 60 deg, phi = 30 deg
n (1/angstrom^3): 1.0810
m x,y,z (1/angstrom^3): -0.0306, 0.0787, 0.1462
|m| (1/angstrom^3): 0.1688
n_plus, n_minus (1/angstrom^3): 0.6249, 0.4561
v_plus, v_minus (eV): -16.869, -15.676
V at point [uu, ud] (eV): -16.789+0.000j, 0.108+0.278j
V at point [du, dd] (eV): 0.108-0.278j, -15.756+0.000j
Angle m, pseudo m at r = 0.2 angstrom (deg): 92.18
Angle m, pseudo m at r = 0.4 angstrom (deg): 8.27
Angle m, pseudo m at r = 0.8 angstrom (deg): 0.00
All-electron part of D_ss [uu, ud] (eV): -9.824+0.000j, 0.028+0.054j
All-electron part of D_ss [du, dd] (eV): 0.028-0.054j, -8.566+0.000j
Pseudo part of D_ss [uu, ud] (eV): -8.163+0.000j, 0.034+0.086j
Pseudo part of D_ss [du, dd] (eV): 0.034-0.086j, -6.131+0.000j
D_ss xc [uu, ud] (eV): -1.661+0.000j, -0.005-0.032j
D_ss xc [du, dd] (eV): -0.005+0.032j, -2.435+0.000j
D_s,p+ xc [uu, ud] (eV): -0.018-0.001j, -0.000+0.095j
D_s,p+ xc [du, dd] (eV): -0.006-0.012j, 0.015-0.001j
Sphere moment x,y,z (Bohr magnetons): 0.0000, 0.0218, 0.4464
|Integral of m| (Bohr magnetons): 0.4469
Integral of |m| (Bohr magnetons): 0.6576
E_xc all-electron, pseudo (eV): -77.832, -8.204
E_xc one-centre difference (eV): -69.627
Global-axis error all-electron, pseudo (eV): 0.210, 0.153
Max error of D, rho varied (eV): 1.5e-09
Max error, projections varied (eV): 7.5e-10
Max error, local diagonalization (eV): 1.1e-13
Max error, spin rotation (eV): 2.6e-15
Grid change of D, E (eV): 6.0e-10, 1.5e-12
OK
```
